\section*{Mass polarization from momentum intracule and extracule densities: Hartree-Fock neon}

\section{Two moments that fail to agree}

For the Hartree-Fock ground state of neon, in the Gaussian basis described in the last section, the squared mean momentum of a pair of electrons, summed over all 45 pairs, is $570.972$ atomic units. One quarter of the squared relative momentum, summed over the same pairs, is $585.950$. If the momenta of different electrons had no average alignment, the two numbers would be equal. Their difference,
\begin{equation}
570.972-585.950=-14.978 ,
\end{equation}
is the expectation value of $\sum_{i<j}\mathbf p_i\cdot\mathbf p_j$, the operator of mass polarization. The relation between these quantities holds for any state; the negative sign here comes from exchange.

Hartree atomic units are used: $\hbar=m_e=e=1$, and a squared momentum has the unit $\hbar^2/a_0^2$. The treatment is nonrelativistic, with a point nucleus of mass $M$ in units of $m_e$.

\section{Densities and the moment identity}

For electrons $i$ and $j$ define
\begin{equation}
\mathbf v=\mathbf p_i-\mathbf p_j,\qquad
\mathbf P=\tfrac12(\mathbf p_i+\mathbf p_j).
\end{equation}
The momentum intracule and extracule densities are the distributions of these two vectors:
\begin{align}
I(\mathbf v)&=\Big\langle\sum_{i<j}\delta(\mathbf v-\mathbf p_i+\mathbf p_j)\Big\rangle,\\
E(\mathbf P)&=\Big\langle\sum_{i<j}\delta\big(\mathbf P-\tfrac12(\mathbf p_i+\mathbf p_j)\big)\Big\rangle .
\end{align}
Each integrates to the number of pairs, $N(N-1)/2$. Their second moments are
\begin{equation}
\langle v^2\rangle=\int v^2I(\mathbf v)\,d^3v,\qquad
\langle P^2\rangle=\int P^2E(\mathbf P)\,d^3P ,
\end{equation}
and are therefore sums over pairs, not averages per pair.

The components of different electrons' momenta commute, so the squares expand without ordering problems:
\begin{align}
v^2&=p_i^2+p_j^2-2\mathbf p_i\cdot\mathbf p_j,\\
4P^2&=p_i^2+p_j^2+2\mathbf p_i\cdot\mathbf p_j .
\end{align}
In the sum over pairs each electron occurs $N-1$ times. With the kinetic energy $T=\frac12\langle\sum_ip_i^2\rangle$ and
\begin{equation}
S=\Big\langle\sum_{i<j}\mathbf p_i\cdot\mathbf p_j\Big\rangle ,
\end{equation}
this gives
\begin{align}
\langle v^2\rangle&=2(N-1)T-2S,\label{v2}\\
4\langle P^2\rangle&=2(N-1)T+2S.\label{P2}
\end{align}
Subtracting the first line from the second and dividing by four yields
\begin{equation}
\boxed{S=\langle P^2\rangle-\tfrac14\langle v^2\rangle}\label{main}
\end{equation}
while adding them yields the sum rule
\begin{equation}
\langle v^2\rangle+4\langle P^2\rangle=4(N-1)T.\label{sumrule}
\end{equation}
The state need only be normalized and have finite $T$: since $|\mathbf p_i\cdot\mathbf p_j|\le(p_i^2+p_j^2)/2$, all the moments then exist. No orbital model has been assumed.

Two conventions change the factors. If the densities are normalized to one, their moments must be multiplied by $N(N-1)/2$ before use in (\ref{main}). If the extracule is defined with $\mathbf p_i+\mathbf p_j$ instead of half that vector, its second moment must be divided by four.

\section{How the operator enters the energy}

Let the total momentum of the atom be zero. The nucleus then carries $-\sum_i\mathbf p_i$, and its kinetic energy is
\begin{equation}
\frac{1}{2M}\Big(\sum_i\mathbf p_i\Big)^2
=\frac{1}{2M}\sum_ip_i^2+\frac1M\sum_{i<j}\mathbf p_i\cdot\mathbf p_j .
\end{equation}
The factor two from the double product cancels the $1/2$ in the last term. The Coulomb potential depends on positions relative to the nucleus and does not contain $M$. To first order in $1/M$ the energy shift, evaluated in the state for infinite mass, is
\begin{equation}
\Delta E=\frac{T+S}{M}.\label{shift}
\end{equation}
The first part is the normal mass shift and the second is mass polarization. A calculation that already uses the reduced mass $\mu=M/(M+1)$ in the electronic kinetic energy contains the first part, and only $S/M$ remains to be added at this order.

A solvable model checks both the sign and the factor. Let two same-spin particles of unit mass move in one dimension, each bound by a unit spring to a centre of mass $M$. In relative coordinates
\begin{equation}
H=\sum_{i=1}^2\frac{p_i^2+x_i^2}{2}+\frac{(p_1+p_2)^2}{2M}.
\end{equation}
With $x_\pm=(x_1\pm x_2)/\sqrt2$ and the matching momenta, $(p_1+p_2)^2=2p_+^2$. The two frequencies are therefore $\omega_+=\sqrt{1+2/M}$ and $\omega_-=1$. The spatial state must be antisymmetric, so its lowest energy has one quantum in $x_-$:
\begin{equation}
E=\tfrac12\sqrt{1+2/M}+\tfrac32
=2+\frac1{2M}-\frac1{4M^2}+\cdots .
\end{equation}
For infinite $M$ the state is a determinant of the two lowest oscillator orbitals. Their values of $\langle p^2\rangle$ are $1/2$ and $3/2$, so $T=1$. The mean momenta vanish and $|p_{01}|^2=1/2$, so exchange gives $S=-1/2$, by the rule derived in the next section. Equation (\ref{shift}) then predicts $1/(2M)$, as required. For $M=10^4$ the exact and first-order shifts are $4.99975\times10^{-5}$ and $5.00000\times10^{-5}$ hartree. Without $S$ the prediction would be too large by a factor of two.

\section{The sign for one determinant}

For a determinant of orthonormal spin orbitals, write $\mathbf p_{ij}=\langle i|\mathbf p|j\rangle$. The expectation value of a two-electron operator is half the sum of direct minus exchange elements over ordered pairs:
\begin{align}
S&=\frac12\sum_{ij}\left(\mathbf p_{ii}\cdot\mathbf p_{jj}-\mathbf p_{ij}\cdot\mathbf p_{ji}\right)\nonumber\\
&=\frac12\Big|\sum_i\mathbf p_{ii}\Big|^2-\frac12\sum_{ij}|\mathbf p_{ij}|^2 .\label{det}
\end{align}
The second line uses $\mathbf p_{ji}=\mathbf p_{ij}^*$, which holds because $\mathbf p$ is Hermitian. The terms with $i=j$ cancel between the two sums, so no electron is paired with itself.

An explicitly antisymmetrized three-particle state, with a random Hermitian matrix in place of one momentum component, tests this rule where the direct term is not zero. The direct part is $2.160$, the exchange part is $-10.083$, and their sum agrees with the explicit pair sum $-7.923$.

For a real orbital the mean momentum vanishes, since
\begin{equation}
\langle a|-i\nabla|a\rangle=-\frac i2\int\nabla(a^2)\,d^3r=0 .
\end{equation}
It also vanishes for an orbital of definite parity, because $\mathbf p$ is odd. In either case (\ref{det}) reduces to its exchange part, and
\begin{equation}
S=-\frac12\sum_{ij}|\mathbf p_{ij}|^2\le0 .
\end{equation}
Equality requires that $\mathbf p$ connect no two occupied spin orbitals. This happens for a closed-shell $1s^2$ or $1s^22s^2$ determinant: opposite spins are orthogonal, and two $s$ orbitals have the same parity.

The sign depends on the conditions stated. If every electron of a state with zero mean momentum receives an extra momentum $\mathbf k$, then $S$ increases by $N(N-1)k^2/2$ and can become positive. Electron correlation can also make $S$ positive, even when the mean momentum is zero. Take two opposite-spin particles in the fixed unit oscillator and add the repulsion $-\frac\kappa2(x_1-x_2)^2=-\kappa x_-^2$, with $0<\kappa<1/2$. Now $\omega_+=1$ and $\omega_-=\sqrt{1-2\kappa}$. Since $p_1p_2=(p_+^2-p_-^2)/2$ and $\langle p_\pm^2\rangle=\omega_\pm/2$ in the ground state,
\begin{equation}
S=\frac{\omega_+-\omega_-}{4}>0 .
\end{equation}
A determinant with both particles in one real orbital gives zero. A negative Hartree-Fock value is thus no theorem about the correlated atom.

\section{Reduction to two radial integrals}

In a closed shell each spatial orbital occurs with both spins. An ordered pair of spatial orbitals $a,b$ has two equal-spin combinations, which cancel the factor $1/2$. For real orbitals
\begin{equation}
S=-\sum_{ab}|\langle a|\nabla|b\rangle|^2 .\label{closed}
\end{equation}
In a nonorthogonal real basis, let $D=2CC^{\mathsf T}$ be the spin-summed density matrix and let $G_k$ contain the elements $\langle\chi_\mu|\partial_k|\chi_\nu\rangle$. Since the gradient matrix between real orbitals is antisymmetric, (\ref{closed}) is equivalent to
\begin{equation}
S=\frac14\sum_{k=x,y,z}\operatorname{tr}(DG_kDG_k).
\end{equation}
The minus sign is now inside the trace: $g_{ab}g_{ba}=-g_{ab}^2$. It must not be inserted a second time.

In neon, parity leaves only elements between $1s$ or $2s$ and $2p$. With $2p_z=\sqrt{3/4\pi}\,R_{2p}(r)\cos\theta$,
\begin{equation}
\partial_z(R_{2p}\cos\theta)=R_{2p}'\cos^2\theta+\frac{R_{2p}}r\sin^2\theta .
\end{equation}
The angular averages of $\cos^2\theta$ and $\sin^2\theta$ are $1/3$ and $2/3$. Including the factor $\sqrt3$ from the normalization of the two angular functions,
\begin{align}
\langle ns|\partial_z|2p_z\rangle&=\frac{J_n}{\sqrt3},\\
J_n&=\int_0^\infty R_{ns}\left(R_{2p}'+\frac{2R_{2p}}r\right)r^2\,dr .
\end{align}
Elements such as $\langle ns|\partial_x|2p_z\rangle$ vanish because their integrands are odd in $x$. The three $2p$ orbitals together contribute $3J_n^2/3=J_n^2$. Both orders, $(ns,2p)$ and $(2p,ns)$, occur in (\ref{closed}), hence
\begin{equation}
S=-2(J_1^2+J_2^2).\label{radial}
\end{equation}
The calculated magnitudes are $|J_1|=2.61983$ and $|J_2|=0.79087$, so
\begin{align}
-2J_1^2&=-13.727,\qquad -2J_2^2=-1.251,\nonumber\\
S&=-13.727-1.251=-14.978 .
\end{align}
With the canonical Hartree-Fock orbitals, about 92\% of the result comes from the $1s$--$2p$ terms. This division depends on the choice of orbitals: a rotation that mixes $1s$ and $2s$ changes the two parts but leaves the determinant and the sum $J_1^2+J_2^2$ unchanged.

\section{The same value from the pair density}

The unitary Fourier transform gives an $s$ orbital the form $f_n(p)Y_{00}$ and a $2p$ orbital the form $-ig(p)Y_{1m}$. The phase $-i$ cancels in the spin-summed one-electron density matrix. Let $c$ be the cosine of the angle between $\mathbf p_1$ and $\mathbf p_2$. The addition theorem for the three $p$ functions gives
\begin{align}
\gamma(\mathbf p_1,\mathbf p_2)&=\frac{1}{2\pi}(A+Bc),\\
A&=\sum_{n=1}^2f_n(p_1)f_n(p_2),\\
B&=3g(p_1)g(p_2).
\end{align}
Let $\rho(\mathbf p)=\gamma(\mathbf p,\mathbf p)$. Each spin has density $\rho/2$ and density matrix $\gamma/2$. The pair densities, normalized to numbers of pairs, are
\begin{align}
\Gamma_{\rm opp}&=\tfrac14\rho(\mathbf p_1)\rho(\mathbf p_2),\\
\Gamma_{\rm same}&=\tfrac14\left[\rho(\mathbf p_1)\rho(\mathbf p_2)-\gamma(\mathbf p_1,\mathbf p_2)^2\right].
\end{align}
The first integrates to $10^2/4=25$. Because $\gamma$ is twice the projector on five spatial orbitals, $\int\!\int\gamma^2=4\times5=20$, and the second integrates to $25-5=20$.

At $\mathbf p_1=\mathbf p_2$ the same-spin density vanishes. This is the exchange hole in momentum space: it removes pairs with equal momenta, for which $\mathbf p_1\cdot\mathbf p_2$ is positive. The whole of $S$ follows from the part of $\gamma^2$ that is odd in $c$, namely $2ABc/(4\pi^2)$. Since $\rho$ is isotropic, the product $\rho\rho$ contributes nothing, and
\begin{align}
S&=-\frac14\,8\pi^2\int\!\!\int p_1^3p_2^3\,dp_1dp_2
\int_{-1}^1c\,\frac{2ABc}{4\pi^2}\,dc\nonumber\\
&=-\frac12\int\!\!\int p_1^3p_2^3\,\frac{4AB}{3}\,dp_1dp_2\nonumber\\
&=-2\sum_{n=1}^2\left[\int_0^\infty p^3f_n(p)g(p)\,dp\right]^2 .
\end{align}
The bracket is $J_n$ in momentum space, because $\langle ns|p_z|2p_z\rangle$ equals $-i/\sqrt3$ times either integral. Equation (\ref{radial}) is recovered. A nonzero $S$ thus requires interference between the $s$ and $p$ parts of the density matrix. Its contribution is a sum of squares, and the minus sign of the exchange term makes $S$ negative.

\section{Building the radial distributions}

Let $x=|\mathbf p_1+\sigma\mathbf p_2|$, with $\sigma=-1$ for the intracule and $\sigma=+1$ for the extracule. For an isotropic pair density the angular measure is $8\pi^2p_1^2p_2^2\,dp_1dp_2dc$. From
\begin{equation}
x^2=p_1^2+p_2^2+2\sigma p_1p_2c
\end{equation}
follows $|dc/dx|=x/(p_1p_2)$. Integration over $c$ gives the radial distribution
\begin{align}
W_\sigma(x)&=8\pi^2x\int\!\!\int p_1p_2\,\Gamma(p_1,p_2,c_\sigma)\,dp_1dp_2,\label{W}\\
c_\sigma&=\sigma\,\frac{x^2-p_1^2-p_2^2}{2p_1p_2},
\end{align}
over the region $|p_1-p_2|\le x\le p_1+p_2$. The densities and moments are
\begin{align}
I(v)&=\frac{W_-(v)}{4\pi v^2},&\langle v^2\rangle&=\int_0^\infty x^2W_-\,dx,\\
E(P)&=\frac{2W_+(2P)}{4\pi P^2},&\langle P^2\rangle&=\frac14\int_0^\infty x^2W_+\,dx .
\end{align}
The factor two in $E(P)$ is the Jacobian of $x=2P$.

For quadrature it is useful to call the smaller momentum $q$ and the larger one $p$, and to double the integral. Then $p$ runs from $\max(q,x-q)$ to $x+q$. The lower limit changes form at $q=x/2$, so the integral over $q$ should be split there. Gauss-Legendre nodes in the variable $\ln(1+p)$ resolve both valence and core momenta: 100 nodes in $x$, 60 in each segment of $q$ and 24 in $p$ give the moments quoted here. A midpoint rule with the same numbers of evenly spaced nodes is much less accurate and gives $S\approx-14.6$.

The subtraction in (\ref{main}) amplifies errors. If the two moments have independent relative errors of size at most $\epsilon$, the relative error of $S$ can reach
\begin{equation}
\frac{570.972+585.950}{14.978}\,\epsilon\approx77\,\epsilon .
\end{equation}
When only $S$ is wanted, (\ref{closed}) avoids this loss. The density route also shows which pairs produce the effect.

\section{Reading the moments by spin}

For opposite spins the scalar product averages to zero, and
\begin{equation}
\langle v^2\rangle_{\rm opp}=4\langle P^2\rangle_{\rm opp}
=\tfrac14(2N)(2T)=NT=10T .
\end{equation}
For same spins, use $\int\gamma^2\,d^3p_2=2\rho(\mathbf p_1)$. The exchange term removes $\frac14\times2\times2\times2T=2T$ from the sum of squared momenta, so
\begin{align}
\langle v^2\rangle_{\rm same}&=8T-2S,\\
4\langle P^2\rangle_{\rm same}&=8T+2S .
\end{align}
With $T=128.54678$ hartree the numbers are
\begin{align}
\langle v^2\rangle_{\rm opp}&=1285.468,&
\langle P^2\rangle_{\rm opp}&=321.367,\nonumber\\
\langle v^2\rangle_{\rm same}&=1028.374+29.956=1058.330,\nonumber\\
\langle P^2\rangle_{\rm same}&=\tfrac14(1028.374-29.956)=249.605 .
\end{align}
The raw sums cannot be compared directly, since there are 25 opposite-spin and 20 same-spin pairs. Per pair, $\langle v^2\rangle$ is $51.42$ for opposite and $52.92$ for same spins, while $\langle P^2\rangle$ is $12.85$ and $12.48$. Without the term in $S$ the values would coincide, because $10T/25=8T/20$. Exchange therefore increases the relative momentum of same-spin pairs and decreases their mean momentum.

The effect per pair is small. The average of $\mathbf p_i\cdot\mathbf p_j$ over same-spin pairs is $-14.978/20=-0.749$, whereas the average $p^2$ per electron is $2T/10=25.71$. Their ratio is about $-0.03$.

\section{The mass shift and its limits}

Since $\langle(\sum_i\mathbf p_i)^2\rangle=2T+2S$ cannot be negative, $S\ge-T$ in any state. A negative mass polarization can at most cancel the normal mass shift. Neon is far from this bound: $S/T=-0.117$ and $2T+2S=227.138$.

For a round nuclear mass of 20 u, $M=36457.77$, and
\begin{align}
T/M&=3.526\ \text{millihartree},\nonumber\\
S/M&=-0.411\ \text{millihartree},\nonumber\\
(T+S)/M&=3.115\ \text{millihartree}.
\end{align}
The mass-polarization part corresponds to $-90.2\ \mathrm{cm}^{-1}$. Finite nuclear mass raises the total energy, and exchange reduces that rise by about 12\%, because it makes the electrons' momenta cancel in part and so reduces the recoil momentum of the nucleus.

The orbitals were expanded in 20 $s$ and 15 $p$ radial Gaussian functions. A coarser basis changes the energy by $0.74$ millihartree but leaves $S=-14.9780$ unchanged to the four decimals printed. A larger basis of 32 $s$ and 21 $p$ functions also gives $S=-14.9780$. The kinetic energy and the separate moments are less well converged: in the larger basis $T$ rises to $128.54710$ hartree, $\langle P^2\rangle$ to $570.973$, $\langle v^2\rangle/4$ to $585.951$, $\langle v^2\rangle_{\rm opp}$ to $1285.471$ and $\langle v^2\rangle_{\rm same}$ to $1058.333$, and $|J_2|$ becomes $0.79088$. The last digits quoted for these quantities therefore belong to the basis used. The stability of $S$ holds within Hartree-Fock theory and says nothing about the error of that theory. Correlation, which can give opposite-spin pairs a nonzero contribution, is left out, as are relativistic effects and terms beyond first order in $1/M$. The moments obtained from the two densities satisfy the sum rule (\ref{sumrule}): both sides equal $4627.684$ in the basis used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
determinant test: explicit pair sum = -7.923130
determinant test: direct term       = 2.160086
determinant test: exchange term     = -10.083216
oscillator test: centre mass = 10000 m_e
oscillator test: T, S = 1.0000, -0.5000 a.u.
oscillator test: exact recoil shift = 4.9997500e-05 hartree
oscillator test: first-order shift  = 5.0000000e-05 hartree
Ne basis: 20 s and 15 p radial functions
Ne Hartree-Fock energy = -128.54702 hartree
Ne energy, coarse basis = -128.54628 hartree
Ne kinetic energy T = 128.54678 hartree
Ne virial ratio -V/T = 2.0000018
J_1s = 2.61983 a.u. (magnitude)
J_2s = 0.79087 a.u. (magnitude)
1s-2p part of S, -2 J_1s^2 = -13.7270 a.u.
2s-2p part of S, -2 J_2s^2 = -1.2510 a.u.
S from orbital gradients = -14.9780 a.u.
S, coarse basis = -14.9780 a.u.
opposite-spin pairs from density = 25.00000
same-spin pairs from intracule = 20.00000
same-spin pairs from extracule = 20.00000
<v^2> opposite spin = 1285.468 a.u.
<v^2> same spin = 1058.330 a.u.
<P^2> opposite spin = 321.367 a.u.
<P^2> same spin = 249.605 a.u.
<v^2> total = 2343.798 a.u.
<P^2> total = 570.972 a.u.
<v^2>/4 total = 585.950 a.u.
S from the two densities = -14.9780 a.u.
sum rule <v^2> + 4<P^2> = 4627.684 a.u.
sum rule 4(N-1)T = 4627.684 a.u.
<(sum p)^2> = 2T + 2S = 227.138 a.u.
nuclear mass: 20 u = 36457.77 m_e
normal mass shift T/M = 3.52591 millihartree
mass polarization S/M = -0.41083 millihartree
mass polarization S/M = -90.17 cm^-1
total recoil shift = 3.11508 millihartree
ratio S/T = -0.11652
\end{verbatim}
